# How Fast Do Growth Mounds Widen and Steepen Under an Inverse-Slope Current?: test program

```python
"""
Mound coarsening when the uphill surface current decays as 1/slope.

Result under test: for dh/dt = -dJ/dx with slope m = dh/dx and
    J = nu*m/(1 + (m/m0)^2) + K*d2m/dx2,
mound width and slope grow as t^(1/4) and height grows as t^(1/2).
nu: uphill coefficient, K: smoothing coefficient, m0: crossover slope,
B = nu*m0^2: strength of the steep-slope current B/m.
Scaled units: length x0 = sqrt(K/nu), time t0 = K/nu^2, slope m0,
height m0*x0.  In them dm/dt = -d2/dx2 [m/(1+m^2) + d2m/dx2].
"""
import numpy as np
from scipy.fft import rfft, irfft
from scipy.integrate import quad, solve_ivp
from scipy.linalg import circulant, eigvalsh
from scipy.optimize import brentq


def terrace_current(width, barrier_length, cells=400):
    """Mean uphill adatom current on one terrace for unit deposition flux.

    Finite volumes; absorbing ascending step at the left, hindered
    descending step at the right, unit diffusion constant.
    """
    d = width / cells
    matrix = np.zeros((cells, cells))
    for i in range(cells - 1):
        matrix[i, i] += 1 / d
        matrix[i + 1, i + 1] += 1 / d
        matrix[i, i + 1] -= 1 / d
        matrix[i + 1, i] -= 1 / d
    matrix[0, 0] += 2 / d
    matrix[-1, -1] += 1 / (barrier_length + d / 2)
    density = np.linalg.solve(matrix, np.full(cells, d))
    left = density[0] * 2 / d
    right = -density[-1] / (barrier_length + d / 2)
    inner = np.diff(density) / d
    return (inner.sum() + 0.5 * (left + right)) / cells


def stationary_period(amplitude):
    """Period of m'' = -m/(1+m^2) with greatest slope 'amplitude'."""
    a2 = amplitude**2

    def integrand(angle):
        c, s = np.cos(angle), np.sin(angle)
        return amplitude * c / np.sqrt(np.log1p(a2 * c * c / (1 + a2 * s * s)))

    return 4 * quad(integrand, 0, np.pi / 2, limit=200)[0]


def stationary_profile(period, points):
    """Slope profile over one period, from the differential equation."""
    amplitude = brentq(lambda a: stationary_period(a) - period, 0.5, period)
    start = [0.0, np.sqrt(np.log1p(amplitude**2))]
    x = np.arange(points + 1) * period / points
    solution = solve_ivp(lambda _, y: [y[1], -y[0] / (1 + y[0]**2)],
                         (0, period * (1 + 1e-12)), start, method="DOP853",
                         t_eval=x, rtol=1e-12, atol=1e-12)
    m = solution.y[0]
    assert abs(m[-1]) < 1e-6      # the quadrature period closes the orbit
    return m[:-1], amplitude


def largest_growth_rate(m, dx):
    """Largest eigenvalue of the dynamics linearized about profile m."""
    n = len(m)
    k = 2 * np.pi * np.fft.fftfreq(n, dx)
    root = circulant(np.fft.ifft(np.abs(k)).real)
    operator = circulant(np.fft.ifft(-k**2).real)
    operator = operator + np.diag((1 - m**2) / (1 + m**2)**2)
    matrix = root @ operator @ root
    matrix = 0.5 * (matrix + matrix.T)
    return eigvalsh(matrix, subset_by_index=[n - 1, n - 1])[0]


SYSTEM_LENGTH, POINTS, RUNS = 2048.0, 4096, 4


def simulate(record_times, step_fraction, step_cap):
    """Integrate the full equation from small random roughness.

    Rows returned: width, rms slope, rms height, integrated height budget.
    """
    rng = np.random.default_rng(7)
    k = 2 * np.pi * np.arange(POINTS // 2 + 1) / SYSTEM_LENGTH
    k2, k4 = k**2, k**4
    inverse_k2 = np.zeros_like(k)
    inverse_k2[1:] = 1 / k2[1:]
    norm = 2 / (POINTS**2 * RUNS)
    mk = 1j * k * rfft(0.1 * rng.standard_normal((RUNS, POINTS)), axis=1)
    mk[:, -1] = 0
    m = irfft(mk, n=POINTS, axis=1)

    def height_square():
        return norm * np.sum(inverse_k2 * (mk.real**2 + mk.imag**2))

    initial = height_square()
    t, budget, rows = 0.0, initial, []
    for target in record_times:
        while t < target:
            dt = min(max(0.05, step_fraction * t), step_cap)
            last = t + dt >= target
            if last:
                dt = target - t
            uphill = m / (1 + m * m)
            smoothing = norm * np.sum(k2 * (mk.real**2 + mk.imag**2))
            budget += 2 * dt * (np.mean(m * uphill) - smoothing)
            mk = (mk + dt * k2 * rfft(uphill, axis=1)) / (1 + dt * k4)
            m = irfft(mk, n=POINTS, axis=1)
            t = target if last else t + dt
        positive = m > 0
        crossings = np.sum(positive != np.roll(positive, 1, axis=1))
        rows.append([2 * RUNS * SYSTEM_LENGTH / crossings,
                     np.sqrt(np.mean(m * m)), np.sqrt(height_square()),
                     budget])
    return np.array(rows), initial


# Round model parameters (nm and s)
flux, layer, m0, K, barrier = 1.0, 0.2, 0.05, 200.0, 100.0
B = flux * layer**2 / 2
nu = B / m0**2
x0, t0 = np.sqrt(K / nu), K / nu**2
print(f"flux F = {flux:.1f} layers/s; layer height a = {layer:.1f} nm")
print(f"crossover slope m0 = {m0:.2f}; K = {K:.0f} nm^4/s")
print(f"barrier length = {barrier:.0f} nm")
print(f"B = {B:.3f} nm^2/s; nu = {nu:.2f} nm^2/s")
print(f"length unit x0 = {x0:.3f} nm; time unit t0 = {t0:.3f} s")

# Terrace current: diffusion solution against the closed formula
for slope in (0.05, 0.1, 0.2, 0.4):
    w = layer / slope
    solved = terrace_current(w, barrier)
    assert abs(solved / (w * barrier / (2 * (barrier + w))) - 1) < 1e-6
    ratio = flux * layer * solved * slope / B
    assert abs(ratio - 1) < 0.05
    print(f"slope {slope:.2f}: terrace {w:.2f} nm, J*m/B = {ratio:.4f}")
short = terrace_current(10.0, 1.0)
assert abs(short / (10.0 / 22.0) - 1) < 1e-6

# Onset of the instability on a flat surface
fastest = 2 * np.pi * np.sqrt(2)
flat_rate = largest_growth_rate(np.zeros(200), 2 * fastest / 200)
assert abs(flat_rate - 0.25) < 1e-8
print(f"fastest initial wavelength = {fastest * x0:.1f} nm")
print(f"its growth rate = {flat_rate / t0:.4f} 1/s")

# Stationary mounds: period proportional to greatest slope
limit = 2 * np.sqrt(2 * np.pi)
for amplitude in (10.0, 100.0, 1000.0):
    ratio = stationary_period(amplitude) / amplitude
    print(f"scaled greatest slope {amplitude:.0f}: period/slope = {ratio:.4f}")
assert abs(ratio / limit - 1) < 0.01
print(f"limit 2*sqrt(2*pi) = {limit:.4f}")

# Competition between neighbouring mounds: rate against period
rates = {}
for period, points in ((20.0, 126), (40.0, 250), (80.0, 500)):
    m, amplitude = stationary_profile(period, points)
    rates[period] = largest_growth_rate(np.tile(m, 2), period / points)
    if period == 40.0:
        single = largest_growth_rate(m, period / points)
        assert single < 0.01 * rates[period]
    print(f"scaled period {period:.0f}: greatest slope {amplitude:.3f}, "
          f"rate {rates[period]:.3e}, rate*period^4 = "
          f"{rates[period] * period**4:.2f}")
rate_power = np.log(rates[80.0] / rates[40.0]) / np.log(2)
assert rates[40.0] > 0 and abs(rate_power + 4) < 0.2
print(f"power of rate between periods 40 and 80 = {rate_power:.3f}")
print(f"single period of 40 alone: largest rate = {single:.1e} (scaled)")

# Exponents (width, slope, height) from the three scaling balances
balances = np.array([[-1, -1, 1], [-2, 2, 0], [1, 1, 1]], float)
predicted = np.linalg.solve(balances, [0, 0, 1])

# Full nonlinear simulation
times = 3200.0 * 2.0**np.arange(7)
data, initial = simulate(times, 0.002, 50.0)
coarse, _ = simulate(times, 0.004, 100.0)
step_change = np.max(np.abs(coarse[:, :3] / data[:, :3] - 1))
assert step_change < 0.05
budget_error = np.max(np.abs(data[:, 3] / data[:, 2]**2 - 1))
assert budget_error < 0.05
assert np.all(data[:, 2]**2 <= initial + 2 * times)
print(f"simulation: {RUNS} systems of scaled length {SYSTEM_LENGTH:.0f}")
print("scaled time, width, rms slope, rms height, height^2/(2 time):")
for t, row in zip(times, data):
    print(f"{t:9.0f} {row[0]:8.2f} {row[1]:7.3f} {row[2]:8.2f} "
          f"{row[2]**2 / (2 * t):8.4f}")
print(f"largest change on doubling time steps = {100 * step_change:.2f} %")
print(f"largest height-budget mismatch = {100 * budget_error:.2f} %")
for name, column, tolerance in (("width", 0, 0.03), ("slope", 1, 0.03),
                                ("height", 2, 0.05)):
    fitted = np.polyfit(np.log(times), np.log(data[:, column]), 1)[0]
    print(f"{name} exponent: balance {predicted[column]:.2f}, "
          f"simulation {fitted:.3f}")
    assert abs(fitted - predicted[column]) < tolerance

# Worked example in physical units
units = np.array([x0, m0, m0 * x0])
for index in (0, 4):
    seconds = times[index] * t0
    bare = np.array([(K * seconds)**0.25, (B**2 * seconds / K)**0.25,
                     np.sqrt(B * seconds)])
    actual = data[index, :3] * units
    print(f"time {seconds:.0f} s, deposited {flux * seconds:.0f} layers:")
    print(f"  bare estimate: width {bare[0]:.1f} nm, slope {bare[1]:.3f}, "
          f"height {bare[2]:.2f} nm")
    print(f"  simulation: width {actual[0]:.1f} nm, slope {actual[1]:.3f}, "
          f"height {actual[2]:.2f} nm")
    print("  prefactors (width, slope, height): "
          + ", ".join(f"{v:.3f}" for v in actual / bare))
growth = data[4, :3] / data[0, :3]
print("growth factors over 16-fold time (width, slope, height): "
      + ", ".join(f"{v:.2f}" for v in growth))
print("checks complete")
```

Output:

```
flux F = 1.0 layers/s; layer height a = 0.2 nm
crossover slope m0 = 0.05; K = 200 nm^4/s
barrier length = 100 nm
B = 0.020 nm^2/s; nu = 8.00 nm^2/s
length unit x0 = 5.000 nm; time unit t0 = 3.125 s
slope 0.05: terrace 4.00 nm, J*m/B = 0.9615
slope 0.10: terrace 2.00 nm, J*m/B = 0.9804
slope 0.20: terrace 1.00 nm, J*m/B = 0.9901
slope 0.40: terrace 0.50 nm, J*m/B = 0.9950
fastest initial wavelength = 44.4 nm
its growth rate = 0.0800 1/s
scaled greatest slope 10: period/slope = 5.0949
scaled greatest slope 100: period/slope = 5.0159
scaled greatest slope 1000: period/slope = 5.0134
limit 2*sqrt(2*pi) = 5.0133
scaled period 20: greatest slope 3.691, rate 6.355e-04, rate*period^4 = 101.69
scaled period 40: greatest slope 7.790, rate 3.559e-05, rate*period^4 = 91.12
scaled period 80: greatest slope 15.832, rate 2.143e-06, rate*period^4 = 87.78
power of rate between periods 40 and 80 = -4.054
single period of 40 alone: largest rate = 3.7e-09 (scaled)
simulation: 4 systems of scaled length 2048
scaled time, width, rms slope, rms height, height^2/(2 time):
     3200    24.67   3.566    15.48   0.0375
     6400    28.85   4.262    21.91   0.0375
    12800    34.28   5.093    30.92   0.0373
    25600    40.55   6.151    45.15   0.0398
    51200    49.95   7.469    65.63   0.0421
   102400    57.69   8.801    90.13   0.0397
   204800    67.15  10.242   122.40   0.0366
largest change on doubling time steps = 1.38 %
largest height-budget mismatch = 0.44 %
width exponent: balance 0.25, simulation 0.246
slope exponent: balance 0.25, simulation 0.258
height exponent: balance 0.50, simulation 0.504
time 10000 s, deposited 10000 layers:
  bare estimate: width 37.6 nm, slope 0.376, height 14.14 nm
  simulation: width 123.4 nm, slope 0.178, height 3.87 nm
  prefactors (width, slope, height): 3.281, 0.474, 0.274
time 160000 s, deposited 160000 layers:
  bare estimate: width 75.2 nm, slope 0.752, height 56.57 nm
  simulation: width 249.8 nm, slope 0.373, height 16.41 nm
  prefactors (width, slope, height): 3.321, 0.497, 0.290
growth factors over 16-fold time (width, slope, height): 2.02, 2.09, 4.24
checks complete
```
